# The Sommerfeld Levels from the Radial Dirac–Coulomb Equations

## 1. What the Schrödinger levels miss

The Schrödinger equation gives an electron in the field of a nuclear charge $Ze$ the energies $-mc^2(Z\alpha)^2/(2n^2)$. They depend on $n$ alone. For the one-electron ion Zn$^{29+}$ this puts every $n=2$ state at $-3061.3$ eV. The Dirac equation with the same Coulomb potential gives two levels instead, at $-3108.3$ eV and $-3070.5$ eV. The Schrödinger result therefore misses a splitting of 37.8 eV, as well as a downward shift of both levels.

These notes find the Dirac levels by a power series and then expand them to see where the splitting comes from. The nucleus is a fixed point charge. Its size and recoil, and the radiative corrections of quantum electrodynamics, are left out.

## 2. The radial equations

We use units $\hbar=c=m=1$, so energies are in units of $mc^2$ and include the rest energy. With $\zeta=Z\alpha$ the potential is $V=-\zeta/r$, and the Dirac equation for the upper and lower two-component parts of the wave function reads

$$\sigma\!\cdot\! p\,\psi_{\rm low}+(1+V)\psi_{\rm up}=E\psi_{\rm up},\qquad
\sigma\!\cdot\! p\,\psi_{\rm up}+(V-1)\psi_{\rm low}=E\psi_{\rm low}.$$

The angular functions $\Omega_\kappa$ combine orbital momentum $l$ and spin into total $j$. The integer $\kappa$ labels both:

$$\kappa=-(j+\tfrac12)\ \text{for } j=l+\tfrac12,\qquad \kappa=+(j+\tfrac12)\ \text{for } j=l-\tfrac12 .$$

From $\sigma\cdot L=j(j+1)-l(l+1)-\tfrac34$ we get $\sigma\cdot L=l$ in the first case and $-(l+1)$ in the second. Both are $-(1+\kappa)$.

Let $\sigma_r=\sigma\cdot\hat r$. It commutes with the total angular momentum, reverses parity and has square 1. It therefore exchanges $\Omega_\kappa$ and $\Omega_{-\kappa}$ up to a phase, which we choose so that $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. The product rule for Pauli matrices gives $\sigma_r\,\sigma\cdot p=-i\partial_r+i\sigma\cdot L/r$, and hence

$$\sigma\cdot p=-i\sigma_r\left(\partial_r-\frac{\sigma\cdot L}{r}\right).$$

Now set $\psi_{\rm up}=(G/r)\,\Omega_\kappa$ and $\psi_{\rm low}=i(F/r)\,\Omega_{-\kappa}$. Then

$$\sigma\cdot p\,\psi_{\rm up}=\frac{i}{r}\left(G'+\frac{\kappa}{r}G\right)\Omega_{-\kappa},\qquad
\sigma\cdot p\,\psi_{\rm low}=-\frac1r\left(F'-\frac{\kappa}{r}F\right)\Omega_{\kappa}.$$

Here the $1/r$ factors have turned $1+\kappa$ into $\kappa$, and $1-\kappa$ into $-\kappa$. Inserting these gives

$$G'+\frac{\kappa}{r}G=\left(1+E+\frac{\zeta}{r}\right)F,\qquad
F'-\frac{\kappa}{r}F=\left(1-E-\frac{\zeta}{r}\right)G. \tag{1}$$

A bound state needs $\int_0^\infty(G^2+F^2)\,dr$ to be finite. We look for such states with $-1<E<1$.

## 3. Behaviour at the nucleus

Near $r=0$ try $G\approx a_0r^s$, $F\approx b_0r^s$. The terms in $r^{s-1}$ of (1) give

$$(s+\kappa)a_0=\zeta b_0,\qquad (s-\kappa)b_0=-\zeta a_0 .$$

Multiplying the two equations yields $s^2-\kappa^2=-\zeta^2$, so $s=\pm\gamma$ with

$$\gamma=\sqrt{\kappa^2-\zeta^2}.$$

For $s=+\gamma$ the first equation fixes $b_0/a_0=(\kappa+\gamma)/\zeta$.

We must show that the other behaviour is not allowed. Take two independent solutions of (1) at the same energy and form $W=G_1F_2-G_2F_1$. In $W'$ the terms with $\kappa/r$ cancel within each product, and the remaining terms are symmetric in the two solutions, so they cancel in the difference. Thus $W$ is a nonzero constant. Since $|W|\le\sqrt{G_1^2+F_1^2}\,\sqrt{G_2^2+F_2^2}$, a first solution that vanishes as $r^\gamma$ forces the second to grow at least as $r^{-\gamma}$. Its norm integral near the origin then diverges if $2\gamma\ge1$.

We assume $0<\zeta<\sqrt3/2$. Then $\gamma^2>1-\tfrac34=\tfrac14$ for every $\kappa$, and normalizability selects $s=+\gamma$. This covers $Z\le118$. For $\sqrt3/2<\zeta<1$ both solutions with $|\kappa|=1$ are normalizable at the origin, and an extra boundary condition is needed. For $\zeta>1$ the exponent for $|\kappa|=1$ is imaginary, and the point-nucleus problem as posed here no longer selects a solution.

## 4. The series and its recursion

At large $r$ the terms in $1/r$ drop out of (1), leaving $G''=(1-E^2)G$. The decaying solution behaves as $e^{-\lambda r}$, apart from powers of $r$, with $\lambda=\sqrt{1-E^2}$. We therefore write

$$G=e^{-\lambda r}\sum_{k\ge0}a_kr^{\gamma+k},\qquad F=e^{-\lambda r}\sum_{k\ge0}b_kr^{\gamma+k}.$$

For $k\ge1$ the coefficients of $r^{\gamma+k-1}$ in (1) give

$$(\gamma+k+\kappa)a_k-\zeta b_k=\lambda a_{k-1}+(1+E)b_{k-1},$$
$$\zeta a_k+(\gamma+k-\kappa)b_k=(1-E)a_{k-1}+\lambda b_{k-1}.$$

The two right-hand sides are proportional. Define

$$s_k=\lambda a_k+(1+E)b_k,\qquad \mu=\frac{\lambda}{1+E}.$$

Because $\lambda^2=(1-E)(1+E)$, we have $\mu\lambda=1-E$ and $\mu(1+E)=\lambda$. The right-hand sides are thus $s_{k-1}$ and $\mu s_{k-1}$.

The determinant of the left-hand side is

$$(\gamma+k)^2-\kappa^2+\zeta^2=(\gamma+k)^2-\gamma^2=k(k+2\gamma),$$

which does not vanish for $k\ge1$. Solving the pair of equations gives

$$a_k=\frac{\gamma+k-\kappa+\zeta\mu}{k(k+2\gamma)}\,s_{k-1},\qquad
b_k=\frac{\mu(\gamma+k+\kappa)-\zeta}{k(k+2\gamma)}\,s_{k-1}. \tag{2}$$

Now form $s_k$ from these. Its numerator is

$$\lambda(\gamma+k-\kappa)+\zeta(1-E)+\lambda(\gamma+k+\kappa)-\zeta(1+E)=2[\lambda(\gamma+k)-\zeta E].$$

The coupled recursion has become a recursion for one number:

$$\frac{s_k}{s_{k-1}}=\frac{2[\lambda(k+\gamma)-\zeta E]}{k(k+2\gamma)}. \tag{3}$$

The ratio tends to zero as $k\to\infty$, so the series converges at every $r$. For any $E$ in the gap there is a solution regular at the origin. What remains is its behaviour at infinity.

## 5. Why the series must stop

Suppose no $s_k$ vanishes. For large $k$ the ratio (3) approaches $2\lambda/k$. Choose $0<\epsilon<\tfrac12$. Beyond some $K$ all $s_k$ have the same sign, and each ratio is at least $2\lambda(1-\epsilon)/k$. Apart from a polynomial made of the first terms, $\sum_k|s_k|r^k$ is then at least a constant times $e^{2\lambda(1-\epsilon)r}$. Therefore

$$\lambda G+(1+E)F=e^{-\lambda r}r^\gamma\sum_k s_kr^k$$

grows in magnitude at least as $r^\gamma e^{\lambda(1-2\epsilon)r}$. The solution cannot be normalized.

A bound state thus requires $s_N=0$ for some $N$. By (2) and (3) all later coefficients then vanish, and $G$ and $F$ are polynomials times $r^\gamma e^{-\lambda r}$, which can be normalized.

**Case $N\ge1$.** If $s_N$ is the first to vanish, the numerator of (3) gives

$$\lambda(N+\gamma)=\zeta E. \tag{4}$$

Conversely, (4) makes $s_N$ vanish for either sign of $\kappa$.

**Case $N=0$.** Here (3) says nothing, and we use the starting ratio $b_0/a_0$. The condition $s_0=0$ reads

$$\lambda\zeta=-(1+E)(\kappa+\gamma).$$

The left side is positive. For $\kappa>0$ the right side is negative, so there is no solution. For $\kappa<0$ divide by $1+E$ to get $\mu\zeta=|\kappa|-\gamma$, where both sides are positive. Square this, with $\mu^2=(1-E)/(1+E)$ and $\zeta^2=(|\kappa|-\gamma)(|\kappa|+\gamma)$:

$$(1-E)(|\kappa|+\gamma)=(1+E)(|\kappa|-\gamma)\quad\Longrightarrow\quad E=\frac{\gamma}{|\kappa|}.$$

Then $\lambda=\zeta/|\kappa|$, and $\lambda\gamma=\zeta E$. This is (4) with $N=0$.

## 6. The energy formula

Since $\lambda$, $\zeta$ and $N+\gamma$ are positive, (4) requires $E>0$. Squaring it gives $(1-E^2)(N+\gamma)^2=\zeta^2E^2$, or $E^{-2}=1+\zeta^2/(N+\gamma)^2$. Define $n=N+|\kappa|$ and restore $mc^2$:

$$\boxed{E=mc^2\left[1+\frac{\zeta^2}{\left(n-|\kappa|+\sqrt{\kappa^2-\zeta^2}\right)^2}\right]^{-1/2}},\qquad |\kappa|=j+\tfrac12 . \tag{5}$$

The allowed values are $n\ge|\kappa|$ for $\kappa<0$ and $n\ge|\kappa|+1$ for $\kappa>0$. In terms of $l$ both say $n\ge l+1$, because $|\kappa|=l+1$ in the first case and $|\kappa|=l$ in the second. So $n$ is the usual principal quantum number.

The sign of $\kappa$ does not enter the energy. States with equal $n$ and $j$ but different $l$, such as $2s_{1/2}$ and $2p_{1/2}$, coincide in this model.

For $n=1$ the formula reduces to $E=mc^2\sqrt{1-\zeta^2}$. The numerical check integrates (1) at $\zeta=0.6$ without using (5). Between $-0.98$ and $0.984\,mc^2$, for $|\kappa|=1,2$, it finds the levels of (5) and no others. In particular, there is no level $n=|\kappa|$ for $\kappa>0$.

## 7. Expansion for weak coupling

Let $\zeta\ll1$, and write $k=|\kappa|=j+\tfrac12$ from here to the end of this section. The square root lies below $k$ by

$$\delta=k-\sqrt{k^2-\zeta^2}=\frac{\zeta^2}{2k}+\frac{\zeta^4}{8k^3}+O(\zeta^6),$$

so the denominator in (5) is $(n-\delta)^2$. With $x=\zeta^2/(n-\delta)^2$,

$$\frac{E}{mc^2}=(1+x)^{-1/2}=1-\frac x2+\frac{3x^2}{8}-\frac{5x^3}{16}+\dots$$

To reach order $\zeta^4$ we need $\delta$ to first order in $-x/2$, but may set $\delta=0$ in $x^2$:

$$-\frac x2=-\frac{\zeta^2}{2n^2}\left(1+\frac{2\delta}{n}+\dots\right)
=-\frac{\zeta^2}{2n^2}-\frac{\zeta^4}{2n^3k}+\dots,\qquad \frac{3x^2}{8}=\frac{3\zeta^4}{8n^4}+\dots$$

The sum is

$$\boxed{\frac{E}{mc^2}=1-\frac{(Z\alpha)^2}{2n^2}-\frac{(Z\alpha)^4}{2n^4}\left[\frac{n}{j+\frac12}-\frac34\right]+O\big((Z\alpha)^6\big)}. \tag{6}$$

The first term is the rest energy and the second the Schrödinger level. The $j$-dependent fine-structure term is

$$\Delta E_j=-mc^2\,\frac{(Z\alpha)^4}{2n^3\,(j+\frac12)} . \tag{7}$$

It is negative and is largest in magnitude for the smallest $j$, so at given $n$ the level with larger $j$ lies higher.

To judge the truncation we also need order $\zeta^6$. There are three sources:

- $-x/2$ gives $-\dfrac{1}{8n^3k^3}-\dfrac{3}{8n^4k^2}$, from the second term of $\delta$ and from $3\delta^2/n^2$ in the expansion of $(1-\delta/n)^{-2}$.
- $3x^2/8$ gives $\dfrac38\cdot\dfrac{4}{n^5}\cdot\dfrac1{2k}=\dfrac{3}{4n^5k}$.
- $-5x^3/16$ gives $-\dfrac{5}{16n^6}$.

The next term in $E/mc^2$ is therefore

$$-\frac{\zeta^6}{8}\left[\frac1{n^3k^3}+\frac3{n^4k^2}-\frac6{n^5k}+\frac5{2n^6}\right]. \tag{8}$$

## 8. What the $j$-dependent term contains

Formula (6) does not say which physical effects produce it. To find out, eliminate $F$ from (1). Let $\varepsilon=E-1$ and $q=\varepsilon-V$. The first equation gives

$$F=\frac{D}{2+q},\qquad D=G'+\frac{\kappa}{r}G .$$

In the bulk of the atom $r\sim1/\zeta$, so $q\sim\zeta^2$ is small and $1/(2+q)\approx\tfrac12-\tfrac q4$. The expansion fails for $r\lesssim\zeta$. That region is a fraction of order $\zeta^2$ of the atomic radius, and the integrands below stay finite there, so it affects only higher orders.

Insert $F$ into the second equation, $F'-\kappa F/r=-qG$, using $q'=-V'$ and

$$D'-\frac{\kappa}{r}D=G''-\frac{\kappa(\kappa+1)}{r^2}G=G''-\frac{l(l+1)}{r^2}G .$$

After a change of overall sign the result is

$$\left[-\frac12\left(G''-\frac{l(l+1)}{r^2}G\right)+VG\right]+\frac q4\left(G''-\frac{l(l+1)}{r^2}G\right)-\frac{V'}4\left(G'+\frac\kappa rG\right)=\varepsilon G .$$

The square bracket is the Schrödinger operator. Let $u$ be its normalized radial solution with energy $\varepsilon_0$. Multiply the equation by $u$ and integrate. Two integrations by parts move the Schrödinger operator onto $u$, where it gives $\varepsilon_0$. In the small terms we may put $G=u$ and $\varepsilon=\varepsilon_0$. Since $u''-l(l+1)u/r^2=-2(\varepsilon_0-V)u$, the first-order shift is

$$\Delta E=-\frac12\left\langle(\varepsilon_0-V)^2\right\rangle-\frac14\int_0^\infty V'u\left(u'+\frac\kappa ru\right)dr. \tag{9}$$

The first term is the kinetic correction. Because $(p^2/2)u=(\varepsilon_0-V)u$, it equals $-\langle p^4\rangle/8$, the next term in the expansion of $\sqrt{1+p^2}$. It depends on $n$ and $l$, not on $j$.

In the second term $V'=\zeta/r^2$. For $l>0$ integration by parts gives $\int uu'/r^2\,dr=\int u^2/r^3\,dr=\langle r^{-3}\rangle$. With $1+\kappa=-\langle\sigma\cdot L\rangle=-2\langle L\cdot S\rangle$ the term becomes

$$-\frac\zeta4(1+\kappa)\langle r^{-3}\rangle=\frac\zeta2\langle L\cdot S\rangle\langle r^{-3}\rangle ,$$

which is the spin–orbit energy. For $l=0$ we have $\kappa=-1$, and the integrand is a total derivative:

$$-\frac\zeta4\int_0^\infty\left(\frac{uu'}{r^2}-\frac{u^2}{r^3}\right)dr=-\frac\zeta8\int_0^\infty\frac{d}{dr}\frac{u^2}{r^2}\,dr=\frac\zeta8R(0)^2,\qquad R=\frac ur .$$

This is the contact, or Darwin, term.

At fixed $n$ and $l\ge1$ the two values of $j$ share the same kinetic correction, so at order $\zeta^4$ their splitting is purely spin–orbit. By (7), with $j+\tfrac12=l+1$ and $l$, it is

$$\frac{mc^2\zeta^4}{2n^3}\left(\frac1l-\frac1{l+1}\right)=\frac{mc^2\zeta^4}{2n^3l(l+1)} . \tag{10}$$

The whole term (7), however, is not the spin–orbit energy. It is present for $s$ states, where $\langle L\cdot S\rangle=0$.

## 9. The $n=2$ corrections worked out

Use $\rho=\zeta r$, the radius in units of $a_0/Z$, where $a_0$ is the Bohr radius. Then $\varepsilon_0-V=\zeta^2(-\tfrac18+1/\rho)$. The normalized solutions in $\rho$ are

$$u_{2s}=\frac{\rho(1-\rho/2)e^{-\rho/2}}{\sqrt2},\qquad u_{2p}=\frac{\rho^2e^{-\rho/2}}{\sqrt{24}} .$$

Substitution confirms that they satisfy $u''=[l(l+1)/\rho^2-2/\rho+\tfrac14]u$. With $\int_0^\infty\rho^pe^{-\rho}d\rho=p!$ the averages are:

- $2s$: $\langle\rho^{-1}\rangle=\tfrac12(1-2+\tfrac32)=\tfrac14$, $\langle\rho^{-2}\rangle=\tfrac12(1-1+\tfrac12)=\tfrac14$, $R(0)^2=\tfrac12$ in scaled units.
- $2p$: $\langle\rho^{-1}\rangle=\tfrac6{24}=\tfrac14$, $\langle\rho^{-2}\rangle=\tfrac2{24}=\tfrac1{12}$, $\langle\rho^{-3}\rangle=\tfrac1{24}$.

In units of $mc^2\zeta^4$ the kinetic corrections are

$$2s:\ -\tfrac12\left(\tfrac1{64}-\tfrac1{16}+\tfrac14\right)=-\tfrac{13}{128},\qquad
2p:\ -\tfrac12\left(\tfrac1{64}-\tfrac1{16}+\tfrac1{12}\right)=-\tfrac7{384}.$$

The contact term for $2s$ is $\tfrac18\cdot\tfrac12=\tfrac1{16}$. The spin–orbit term $-\tfrac14(1+\kappa)\tfrac1{24}$ is $-\tfrac1{48}$ for $2p_{1/2}$ ($\kappa=1$) and $+\tfrac1{96}$ for $2p_{3/2}$ ($\kappa=-2$). The totals are

$$2s_{1/2}:\ -\tfrac{13}{128}+\tfrac1{16}=-\tfrac5{128},\quad
2p_{1/2}:\ -\tfrac7{384}-\tfrac1{48}=-\tfrac5{128},\quad
2p_{3/2}:\ -\tfrac7{384}+\tfrac1{96}=-\tfrac1{128}.$$

They agree with (6). The equality of $2s_{1/2}$ and $2p_{1/2}$ arises from different contributions with the same sum.

## 10. Numbers for Zn$^{29+}$

For $Z=30$, $\zeta=30\times0.00729735=0.21892$ and $\zeta^4=0.0022969$. With $mc^2=510\,999$ eV this gives $mc^2\zeta^4=1173.7$ eV. The decimals below describe the fixed point-nucleus model, not a prediction of that accuracy for the real ion.

For $2p_{3/2}$ we have $N=0$ and $\gamma=1.98798234$ (the subtraction below cancels the leading digits, so more are kept), so

$$E-mc^2=mc^2\left(\frac{1.98798234}{2}-1\right)=-3070.5\ \text{eV}.$$

For $2p_{1/2}$ we have $N=1$ and $\gamma=0.975743$, so

$$E-mc^2=mc^2\left\{\left[1+\frac{0.21892^2}{(1+0.975743)^2}\right]^{-1/2}-1\right\}=-3108.3\ \text{eV}.$$

The expansion compares with the full formula as follows, in eV:

| Level | $\zeta^2$ term | $\zeta^4$ term | $\zeta^6$ term | Full $E-mc^2$ |
|---|---|---|---|---|
| $1s_{1/2}$ | −12245.12 | −146.72 | −3.52 | −12395.46 |
| $2s_{1/2}$, $2p_{1/2}$ | −3061.28 | −45.85 | −1.15 | −3108.32 |
| $2p_{3/2}$ | −3061.28 | −9.17 | −0.05 | −3070.51 |

The $j$-dependent term (7) is $-1173.7/16=-73.36$ eV for $j=\tfrac12$ and $-1173.7/32=-36.68$ eV for $j=\tfrac32$ at $n=2$. The difference, 36.68 eV, is the fourth-order $2p$ splitting. The spin–orbit energies give the same value: $12.23-(-24.45)=36.68$ eV.

The full formula gives 37.81 eV, and direct integration of the radial equations gives the same. The fourth-order value is thus 3.0 percent too small relative to the full splitting. The sixth-order term (8) adds 1.10 eV and removes most of that error.

## Computed results

```
Model coupling zeta = 0.6 (dimensionless)
Scan window: -0.98 to 0.984 mc^2
Integrated levels, kappa=-1: 0.80000000, 0.94868330, 0.97780241 mc^2
Integrated levels, kappa=+1: 0.94868330, 0.97780241 mc^2
Integrated levels, kappa=-2: 0.95393920, 0.97936920 mc^2
Integrated levels, kappa=+2: 0.97936920 mc^2
Largest deviation from formula: 2.1e-12 mc^2
Origin, kappa=-1: F/G = -0.33333, irregular power = -0.79999
Origin, kappa=+1: F/G = 3.00000, irregular power = -0.80000
Off-level E = 0.9 mc^2, kappa=-1: lambda = 0.4359 mc/hbar
Growth rate near r = 200 hbar/(mc): 0.4297 mc/hbar
Zn29+: Z = 30, alpha = 0.007297353
zeta = 0.2189206, zeta^2 = 0.0479262, zeta^4 = 0.00229692
mc^2 = 510998.951 eV, mc^2*zeta^4 = 1173.7250 eV
gamma for |kappa|=1: 0.97574268
gamma for |kappa|=2: 1.98798234
Energies below are E - mc^2 or parts of it, in eV
1s1/2: full -12395.4642, through zeta^4 -12391.8394 eV
  zeta^2 term -12245.1238, zeta^4 term -146.7156 eV
  remainder -3.6247, zeta^6 term -3.5158 eV
  j-dependent zeta^4 term -586.8625 eV
2s1/2: full -3108.3197, through zeta^4 -3107.1296 eV
  zeta^2 term -3061.2810, zeta^4 term -45.8486 eV
  remainder -1.1901, zeta^6 term -1.1536 eV
  j-dependent zeta^4 term -73.3578 eV
2p1/2: full -3108.3197, through zeta^4 -3107.1296 eV
  zeta^2 term -3061.2810, zeta^4 term -45.8486 eV
  remainder -1.1901, zeta^6 term -1.1536 eV
  j-dependent zeta^4 term -73.3578 eV
2p3/2: full -3070.5060, through zeta^4 -3070.4507 eV
  zeta^2 term -3061.2810, zeta^4 term -9.1697 eV
  remainder -0.0553, zeta^6 term -0.0549 eV
  j-dependent zeta^4 term -36.6789 eV
2s1/2: kinetic -119.2064, contact 73.3578 eV
  in mc^2*zeta^4: kinetic -13/128, contact 1/16
2p1/2: kinetic -21.3960, spin-orbit -24.4526 eV
  in mc^2*zeta^4: kinetic -7/384, spin-orbit -1/48
2p3/2: kinetic -21.3960, spin-orbit 12.2263 eV
  in mc^2*zeta^4: kinetic -7/384, spin-orbit 1/96
2p <r^-3> = 1/24 (Z/a0)^3
2p splitting, full formula: 37.8137 eV
2p splitting, direct integration: 37.8137 eV
2p splitting, zeta^4 term: 36.6789 eV
2p splitting, zeta^6 term: 1.0987 eV
zeta^4 splitting error: -3.00 percent
```
